# Why capacitance-voltage profiling blurs an abrupt doping step: a numerical check

```python
"""
Result under test: the capacitance-voltage (C-V) profile of an abrupt doping
step follows the equilibrium electron profile, blurred over Debye lengths.
  apparent density  N_cv = 2 / (q eps d(1/C^2)/dV)  at depth  W = eps/C
  any step:  integral (N_cv - N) dx = 0  and
             integral x (N_cv - N) dx = (eps kT/q^2) ln(N_first/N_second)
  weak step: N_cv(W) = N0 + integral dN(x) n_edge'(x - W)/N0 dx
Symbols: N donor density, n electron density, phi potential (V), chosen so
that n = N_HIGH exp(phi/vt); vt = kT/q; L = sqrt(eps vt/(q N)) Debye length.
Model: n-type, ionised donors, Boltzmann electrons, no current, gate at x = 0.
Lengths in nm, densities in cm^-3, potentials in V.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import cumulative_trapezoid, solve_ivp, trapezoid
from scipy.interpolate import CubicSpline
from scipy.linalg import solve_banded

EPS_R, TEMP = 12.0, 300.0
N_HIGH, N_LOW = 1e17, 1e16
VT = const.k * TEMP / const.e
# q/eps expressed in V/nm^2 per cm^-3
K = const.e / (EPS_R * const.epsilon_0) * 1e6 * 1e-18
H = 0.5
X = np.arange(0.0, 1200.0 + H / 2, H)


def debye(density, vt=VT):
    return np.sqrt(vt / (K * density))


def step_doping(first, second, position):
    doping = np.where(X < position, first, second).astype(float)
    doping[np.abs(X - position) < H / 4] = 0.5 * (first + second)
    return doping


def electrons(phi, vt):
    return N_HIGH * np.exp(phi / vt)


def jacobian(phi, vt):
    bands = np.ones((3, len(X) - 2))
    bands[1] = -2.0 - H**2 * K * electrons(phi, vt)[1:-1] / vt
    return bands


def solve_poisson(doping, surface, vt, guess):
    """Newton solution with given surface potential and neutral bulk."""
    phi = guess.copy()
    phi[0] = surface
    for _ in range(300):
        charge = electrons(phi, vt) - doping
        residual = phi[2:] - 2 * phi[1:-1] + phi[:-2] - H**2 * K * charge[1:-1]
        change = solve_banded((1, 1), jacobian(phi, vt), -residual)
        phi[1:-1] += change
        if np.max(np.abs(change)) < 1e-7 * vt:
            return phi
    raise RuntimeError("Newton iteration did not converge")


def capacitance_depth(phi, vt):
    """eps/C from the linear response to a change of surface potential."""
    rhs = np.zeros(len(X) - 2)
    rhs[0] = -1.0
    response = solve_banded((1, 1), jacobian(phi, vt), rhs)
    return H / (1.0 - response[0])


def neutral_potential(doping, vt):
    return vt * np.log(doping / N_HIGH)


def cv_scan(doping, vt, w_first, w_last, spacing=2.5, dv=0.1):
    """Simulated C-V measurement: depths, apparent densities, equilibrium n."""
    neutral = neutral_potential(doping, vt)
    phi = solve_poisson(doping, neutral[0], vt, neutral)
    n_eq = electrons(phi, vt)
    # this only selects the bias points; the profile comes from C(V)
    moment = cumulative_trapezoid(X * n_eq, X, initial=0.0)
    targets = np.arange(w_first, w_last + spacing / 2, spacing)
    biases = neutral[0] - vt - K * np.interp(targets, X, moment)
    depths, apparent = [], []
    for surface in biases:
        phi = solve_poisson(doping, surface + dv * vt, vt, phi)
        w_a = capacitance_depth(phi, vt)
        phi = solve_poisson(doping, surface - dv * vt, vt, phi)
        w_b = capacitance_depth(phi, vt)
        depths.append(0.5 * (w_a + w_b))
        apparent.append(2 * (2 * dv * vt) / (K * (w_b**2 - w_a**2)))
    return np.array(depths), np.array(apparent), n_eq


def width_10_90(s, profile):
    """Distance between 90 % and 10 % of a falling step N_HIGH -> N_LOW."""
    places = []
    for fraction in (0.9, 0.1):
        level = N_LOW + fraction * (N_HIGH - N_LOW)
        i = np.argmax(profile < level)
        part = (profile[i - 1] - level) / (profile[i - 1] - profile[i])
        places.append(s[i - 1] + part * (s[i] - s[i - 1]))
    return places[1] - places[0]


L_HIGH, L_LOW = debye(N_HIGH), debye(N_LOW)

# --- uniform doping: band bending = vt (1 + W^2 / 2 L^2) ---
uniform = np.full(len(X), N_HIGH)
phi_u = solve_poisson(uniform, -VT * (1 + 10.0**2 / 2), VT, 0 * X)
w_uniform = capacitance_depth(phi_u, VT) / L_HIGH
assert abs(w_uniform - 10.0) < 5e-3

# --- depletion-edge profile from the first integral, lengths in L ---
u = np.linspace(-7.0, 20.0, 5401)


def edge_slope(_, y):
    return np.sqrt(2 * np.maximum(np.expm1(y) - y, 0.0))


edge = solve_ivp(edge_slope, (u[0], u[-1]), [-1 - u[0]**2 / 2], t_eval=u,
                 rtol=1e-10, atol=1e-14).y[0]
n_edge = np.exp(edge)
kernel = n_edge * edge_slope(0, edge)
area, mean, variance, third = [trapezoid(kernel * u**p, u) for p in range(4)]
assert abs(area - 1) < 1e-4 and abs(mean) < 1e-3
assert abs(variance - 2) < 2e-3
assert third > 0.1
weak_cv_width = np.interp(0.9, n_edge, u) - np.interp(0.1, n_edge, u)
weak_n_width = 2 * np.log(5)

# --- weak step: full simulations against the two kernels ---
A_HIGH, A_LOW = 250.0, 640.0
delta = 0.02
w_grid = np.linspace(190.0, 315.0, 251)
cv_pair, n_pair = [], []
for sign in (1, -1):
    weak = step_doping(N_HIGH, N_HIGH * (1 + sign * delta), A_HIGH)
    w, n_app, n_eq = cv_scan(weak, VT, 150.0, 350.0)
    cv_pair.append(CubicSpline(w, n_app)(w_grid))
    n_pair.append(np.interp(w_grid, X, n_eq))
image_cv = (cv_pair[0] - cv_pair[1]) / (2 * delta * N_HIGH)
image_n = (n_pair[0] - n_pair[1]) / (2 * delta * N_HIGH)
predicted_cv = 1 - np.interp((A_HIGH - w_grid) / L_HIGH, u, n_edge)
z = (w_grid - A_HIGH) / L_HIGH
tail = 0.5 * np.exp(-np.abs(z))
predicted_n = np.where(z < 0, tail, 1 - tail)
error_cv = np.max(np.abs(image_cv - predicted_cv))
error_n = np.max(np.abs(image_n - predicted_n))
difference_images = np.max(np.abs(image_cv - image_n))
assert error_cv < 5e-3 and error_n < 5e-3
assert difference_images > 4 * error_cv

# --- strong step, profiled from the high side and from the low side ---
from_high = step_doping(N_HIGH, N_LOW, A_HIGH)
from_low = step_doping(N_LOW, N_HIGH, A_LOW)
w_h, cv_h, n_h = cv_scan(from_high, VT, 80.0, 670.0)
w_l, cv_l, n_l = cv_scan(from_low, VT, 220.0, 780.0)

# independent shooting solution for one bias, started at the step
surface, field = [], []
for y_step in (np.log(N_LOW / N_HIGH) - 0.98, np.log(N_LOW / N_HIGH) - 1.02):
    p = VT * y_step
    bend = p - VT * np.log(N_LOW / N_HIGH)
    half_sq = K * (VT * (electrons(p, VT) - N_LOW) - N_LOW * bend)
    shot = solve_ivp(
        lambda t, f: [f[1], K * (electrons(f[0], VT) - N_HIGH)],
        (A_HIGH, 0.0), [p, np.sqrt(2 * half_sq)], rtol=1e-10, atol=1e-13)
    surface.append(shot.y[0, -1])
    field.append(shot.y[1, -1])
w_shoot = -(surface[1] - surface[0]) / (field[1] - field[0])
start = neutral_potential(from_high, VT)
sol = [solve_poisson(from_high, s, VT, start) for s in surface]
moved = electrons(sol[1], VT) - electrons(sol[0], VT)
w_centroid = trapezoid(X * moved, X) / trapezoid(moved, X)
middle = solve_poisson(from_high, np.mean(surface), VT, start)
w_response = capacitance_depth(middle, VT)
assert abs(w_shoot / w_centroid - 1) < 1e-3
assert abs(w_shoot / w_response - 1) < 1e-3

# electron density at the step from the first integral on both sides
ratio = N_LOW / N_HIGH
n_step = N_HIGH * np.exp(-ratio * np.log(ratio) / (1 - ratio) - 1)
n_step_solver = np.interp(A_HIGH, X, n_h)
assert abs(n_step_solver / n_step - 1) < 3e-3


def sum_rules(w, n_app, first, second, place):
    """Charge and dipole of N_cv - N in units N_HIGH L and N_HIGH L^2."""
    charge = CubicSpline(w, n_app).integrate(w[0], w[-1])
    charge -= first * (place - w[0]) + second * (w[-1] - place)
    dipole = CubicSpline(w, n_app * w).integrate(w[0], w[-1])
    dipole -= first * (place**2 - w[0]**2) / 2
    dipole -= second * (w[-1]**2 - place**2) / 2
    return charge / (N_HIGH * L_HIGH), dipole / (N_HIGH * L_HIGH**2)


q_h, d_h = sum_rules(w_h, cv_h, N_HIGH, N_LOW, A_HIGH)
q_l, d_l = sum_rules(w_l, cv_l, N_LOW, N_HIGH, A_LOW)
d_n = trapezoid(X * (n_h - from_high), X) / (N_HIGH * L_HIGH**2)
d_formula = np.log(N_HIGH / N_LOW)
assert abs(q_h) < 0.01 and abs(q_l) < 0.01
assert abs(d_h - d_formula) < 0.03 and abs(d_l + d_formula) < 0.03
assert abs(d_n - d_formula) < 0.01

# common coordinate s: distance from the step, positive into the low side
s = np.linspace(-130.0, 400.0, 5301)
doping_s = np.where(s < 0, N_HIGH, N_LOW)
n_s = np.interp(A_HIGH + s, X, n_h)
cv_high_s = CubicSpline(w_h, cv_h)(A_HIGH + s)
cv_low_s = CubicSpline(w_l, cv_l)(A_LOW - s)
unit = N_HIGH * L_HIGH
off = {}
for name, prof in (("high", cv_high_s), ("low", cv_low_s)):
    off[name] = (trapezoid(np.abs(prof - n_s), s) / unit,
                 trapezoid(np.abs(prof - doping_s), s) / unit,
                 np.max(np.abs(prof / n_s - 1)))
    assert off[name][0] < off[name][1]
width_n = width_10_90(s, n_s)
width_h = width_10_90(s, cv_high_s)
width_l = width_10_90(s, cv_low_s)
assert min(width_n, width_h, width_l) > 2 * L_HIGH

# --- cause of the blur: temperature, not the bias step ---
w_f, cv_f, _ = cv_scan(from_high, VT, 80.0, 670.0, dv=0.05)
width_fine = width_10_90(s, CubicSpline(w_f, cv_f)(A_HIGH + s))
assert abs(width_fine / width_h - 1) < 2e-3
w_c, cv_c, _ = cv_scan(from_high, VT / 4, 80.0, 670.0, spacing=1.25)
width_cold = width_10_90(s, CubicSpline(w_c, cv_c)(A_HIGH + s))
assert abs(width_h / width_cold - 2) < 0.02

print(f"relative permittivity {EPS_R:.0f}, temperature {TEMP:.0f} K")
print(f"thermal voltage kT/q = {VT:.6f} V")
print(f"doping high {N_HIGH:.1e}, low {N_LOW:.1e} cm^-3")
print(f"Debye length high side {L_HIGH:.2f} nm, low side {L_LOW:.2f} nm")
print(f"step depth: high side first {A_HIGH:.0f} nm, "
      f"low side first {A_LOW:.0f} nm")
print(f"grid spacing {H} nm, sample length {X[-1]:.0f} nm")
print(f"uniform doping, W expected 10 L: W/L = {w_uniform:.4f}")
print("C-V kernel n_edge'/N0, lengths in L:")
print(f"  area {area:.5f}, mean {mean:.5f}, variance {variance:.4f}, "
      f"third moment {third:.3f}")
print(f"weak step 10-90 % width: carriers {weak_n_width:.3f} L, "
      f"C-V {weak_cv_width:.3f} L")
print(f"weak step size in the test: {100 * delta:.0f} % up and down")
print(f"  max error of C-V kernel formula {error_cv:.1e} of the step")
print(f"  max error of carrier formula {error_n:.1e} of the step")
print(f"  max difference C-V minus carriers {difference_images:.3f} "
      "of the step")
print(f"one bias, high side first, surface potential "
      f"{np.mean(surface):.4f} V:")
print(f"  eps/C by shooting {w_shoot:.3f} nm")
print(f"  eps/C by linear response {w_response:.3f} nm")
print(f"  centroid of moved electrons {w_centroid:.3f} nm")
print("profiles in 1e16 cm^-3 (s > 0 is the low side):")
print("  s (nm)  doping  electrons  C-V from high  C-V from low")
for place in (-60, -40, -20, -10, 10, 20, 40, 60, 100, 150):
    i = int(np.argmin(np.abs(s - place)))
    print(f"  {place:5d} {doping_s[i]/1e16:8.2f} {n_s[i]/1e16:9.3f} "
          f"{cv_high_s[i]/1e16:13.3f} {cv_low_s[i]/1e16:13.3f}")
i0 = int(np.argmin(np.abs(s)))
print(f"at the step: electrons, formula {n_step:.4e} cm^-3, "
      f"solver {n_step_solver:.4e} cm^-3")
print(f"at the step: C-V from high {cv_high_s[i0]:.3e}, "
      f"from low {cv_low_s[i0]:.3e} cm^-3")
print("10-90 % width in nm, in L(high), in L(low):")
for name, wid in (("electrons", width_n), ("C-V from high", width_h),
                  ("C-V from low", width_l)):
    print(f"  {name:14s} {wid:7.2f} {wid/L_HIGH:6.2f} {wid/L_LOW:6.2f}")
print(f"excess charge of C-V profile / (N_HIGH L): from high {q_h:.4f}, "
      f"from low {q_l:.4f}")
print(f"dipole / (N_HIGH L^2): formula {d_formula:.4f}, "
      f"electrons {d_n:.4f}")
print(f"  C-V from high {d_h:.4f}, C-V from low {d_l:.4f}")
print(f"built-in potential of the step {VT * d_formula:.5f} V")
print("integrated |deviation| of C-V profile / (N_HIGH L):")
for name in ("high", "low"):
    print(f"  from {name}: to electrons {off[name][0]:.3f}, to doping "
          f"{off[name][1]:.3f}; max |N_cv/n - 1| {off[name][2]:.3f}")
print(f"C-V width from high, bias step halved: {width_fine:.2f} nm")
print(f"C-V width from high at {TEMP / 4:.0f} K: {width_cold:.2f} nm, "
      f"ratio {width_h / width_cold:.3f}")
print("no test failed")
```

Running it gives:

```
relative permittivity 12, temperature 300 K
thermal voltage kT/q = 0.025852 V
doping high 1.0e+17, low 1.0e+16 cm^-3
Debye length high side 13.09 nm, low side 41.41 nm
step depth: high side first 250 nm, low side first 640 nm
grid spacing 0.5 nm, sample length 1200 nm
uniform doping, W expected 10 L: W/L = 10.0000
C-V kernel n_edge'/N0, lengths in L:
  area 1.00000, mean -0.00000, variance 2.0000, third moment 2.326
weak step 10-90 % width: carriers 3.219 L, C-V 3.447 L
weak step size in the test: 2 % up and down
  max error of C-V kernel formula 2.7e-05 of the step
  max error of carrier formula 2.2e-05 of the step
  max difference C-V minus carriers 0.090 of the step
one bias, high side first, surface potential -4.9135 V:
  eps/C by shooting 295.456 nm
  eps/C by linear response 295.456 nm
  centroid of moved electrons 295.456 nm
profiles in 1e16 cm^-3 (s > 0 is the low side):
  s (nm)  doping  electrons  C-V from high  C-V from low
    -60    10.00     9.914         9.885        10.000
    -40    10.00     9.613         9.481         9.959
    -20    10.00     8.373         7.952         8.309
    -10    10.00     6.914         6.535         6.031
     10     1.00     3.136         3.719         3.043
     20     1.00     2.354         2.813         2.381
     40     1.00     1.645         1.810         1.706
     60     1.00     1.346         1.361         1.396
    100     1.00     1.116         1.057         1.141
    150     1.00     1.033         1.002         1.042
at the step: electrons, formula 4.7513e+16 cm^-3, solver 4.7514e+16 cm^-3
at the step: C-V from high 4.998e+16, from low 4.169e+16 cm^-3
10-90 % width in nm, in L(high), in L(low):
  electrons        58.92   4.50   1.42
  C-V from high    69.78   5.33   1.69
  C-V from low     57.00   4.35   1.38
excess charge of C-V profile / (N_HIGH L): from high 0.0000, from low -0.0000
dipole / (N_HIGH L^2): formula 2.3026, electrons 2.3026
  C-V from high 2.3029, C-V from low -2.3027
built-in potential of the step 0.05953 V
integrated |deviation| of C-V profile / (N_HIGH L):
  from high: to electrons 0.278, to doping 1.518; max |N_cv/n - 1| 0.201
  from low: to electrons 0.256, to doping 1.352; max |N_cv/n - 1| 0.154
C-V width from high, bias step halved: 69.78 nm
C-V width from high at 75 K: 34.89 nm, ratio 2.000
no test failed
```
